# Exponential Blur of Integrated Acid Exposure under First-Order Acid Loss, part 1

(Sections cited here and not found follow in the second part.)

## The blur kernel and its frequency response

A diffusion coefficient \(D\) has the dimension length squared over time, and a first-order loss rate \(k\) has the dimension inverse time. The one length that can be formed from them is, up to a numerical factor,

\[
L=\sqrt{\frac{D}{k}} .
\]

If acid in a resist spreads with constant \(D\) and disappears with constant \(k\), and no other length or time enters, any blur of the initial acid pattern must therefore have a width proportional to \(L\). Symmetry fixes more. The process is linear in the acid density, so the exposures produced by separate parts of the pattern add. It is the same at every position, so each part spreads in the same way, and the total is a convolution of the initial pattern with one kernel. It does not distinguish left from right, so the kernel is even. For a pattern that varies along \(x\) alone, the kernel must have the form \(L^{-1}\varphi(|x|/L)\), and a grating of wavenumber \(q\) must be weakened by a factor that depends on \(qL\) alone. The function \(\varphi\) has to come from the equation of motion.

Let \(h(x,t)\) be the number of acid molecules per unit volume, with the bake starting at \(t=0\) from the profile \(h_0(x)\) left by the exposure. During the bake,

\[
\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}-kh,\qquad h(x,0)=h_0(x). \tag{1}
\]

The profile is bounded and non-negative, and the \(x\) axis extends without limit in both directions; a periodic array of lines is included. The acid is a catalyst, so the reaction it drives does not consume it. The term \(-kh\) stands for a separate loss, such as trapping at sites that are never appreciably filled.

The quantity of interest is the integrated acid exposure,

\[
E(x)=\int_0^\infty h(x,t)\,dt , \tag{2}
\]

with the dimension density times time. It matters because of what the acid does. Let \(m\) be the fraction of the polymer's protecting groups still in place at \(x\). If the polymer does not move and deprotection is first order in both acid and protected groups, with rate constant \(k_a\), then

\[
\frac{\partial m}{\partial t}=-k_a h m
\quad\Longrightarrow\quad
\frac{\partial \ln m}{\partial t}=-k_a h
\quad\Longrightarrow\quad
m(x)=e^{-k_aE(x)} , \tag{3}
\]

where the last step integrates from \(m=1\) at the start. The whole history of the acid at a point enters through the single number \(E\). If the rate were proportional to \(h^s\) with \(s\neq1\), the relevant integral would be \(\int h^s\,dt\), which is not linear in \(h_0\), and no convolution kernel would describe it.

The integral in (2) must converge. Write \(h=e^{-kt}u\). The product rule gives \(\partial h/\partial t=-kh+e^{-kt}\,\partial u/\partial t\), and substitution in (1) cancels the term \(-kh\) on both sides, leaving

\[
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad u(x,0)=h_0(x). \tag{4}
\]

Thus \(u\) is the density that would exist without loss. Pure diffusion replaces the initial profile by a weighted average of itself, so \(u\) never exceeds the largest value \(h_{\max}\) of \(h_0\). Hence \(h\le h_{\max}e^{-kt}\) and \(E\le h_{\max}/k\). This step needs \(k>0\).

Now integrate (1) over all times. The left side gives the final density minus the initial one, \(0-h_0(x)\). On the right, the second derivative may be taken outside the time integral when \(h_0\) is smooth with bounded derivatives, because those derivatives also obey (1) and decay as \(e^{-kt}\). The result is

\[
D\frac{d^2E}{dx^2}-kE=-h_0(x). \tag{5}
\]

Time has disappeared. Equation (5) is a steady balance in which \(h_0\) acts as a source, diffusion carries the exposure sideways, and \(kE\) removes it.

To find the kernel, let the source be a thin sheet at \(x=0\) holding one acid molecule per unit area, \(h_0=\delta(x)\), and call the solution \(G(x)\). Away from the sheet, (5) reads \(G''=G/L^2\), with solutions \(e^{x/L}\) and \(e^{-x/L}\). The exposure must stay bounded far away, so the decaying solution is kept on each side. It must be continuous at the sheet, since a jump in \(G\) would make \(G''\) more singular than a delta function. Therefore \(G=A\,e^{-|x|/L}\). The constant follows from integrating (5) from just left to just right of the sheet. The term \(kG\) is finite and contributes nothing over a vanishing interval, so

\[
D\left[G'(0^+)-G'(0^-)\right]=-1 .
\]

The slopes are \(-A/L\) on the right and \(+A/L\) on the left. Their difference is \(-2A/L\), which gives \(A=L/(2D)\). Since \(L/D=1/\sqrt{Dk}\),

\[
G(x)=\frac{1}{2\sqrt{Dk}}\,e^{-|x|/L}. \tag{6}
\]

Multiplying by \(k\) and using \(k/D=1/L^2\) turns the prefactor \(kL/(2D)\) into \(1/(2L)\). For a general profile, superposition gives

\[
kE(x)=\int_{-\infty}^{\infty}K(x-x')\,h_0(x')\,dx',\qquad
K(x)=\frac{1}{2L}\,e^{-|x|/L}. \tag{7}
\]

The area of \(K\) is \(2\cdot\frac{1}{2L}\cdot L=1\), so a uniform density \(n\) gives \(kE=n\), as (5) requires.

The same kernel can be reached by following the acid in time, which also covers profiles with sharp steps and shows what \(K\) means. Without loss, the sheet spreads into a Gaussian of variance \(2Dt\). With loss it is multiplied by \(e^{-kt}\), so

\[
G(x)=\int_0^\infty e^{-kt}\,\frac{e^{-x^2/(4Dt)}}{\sqrt{4\pi Dt}}\,dt
=\frac{1}{\sqrt{\pi D}}\int_0^\infty e^{-ks^2-x^2/(4Ds^2)}\,ds ,
\]

where \(t=s^2\) and \(dt=2s\,ds\) were used. With \(a=\sqrt k\) and \(b=|x|/(2\sqrt D)\), the last integral is

\[
I(b)=\int_0^\infty e^{-a^2s^2-b^2/s^2}\,ds,\qquad
\frac{dI}{db}=-2b\int_0^\infty \frac{1}{s^2}\,e^{-a^2s^2-b^2/s^2}\,ds .
\]

Substitute \(s=b/(aw)\) in the derivative. The two terms in the exponent change places, and \(ds/s^2\) becomes \((a/b)\,dw\) once the reversed limits have absorbed the minus sign. Hence \(dI/db=-2aI\). At \(b=0\) the integral is half a Gaussian integral, \(I(0)=\sqrt\pi/(2a)\), so \(I=\sqrt\pi\,e^{-2ab}/(2a)\). With \(2ab=|x|\sqrt{k/D}=|x|/L\), this returns (6). All the integrands are non-negative, so the order of the time integral and the convolution may be exchanged for any bounded profile, and (7) holds without the smoothness used for (5).

The number of acids lost per unit volume in a time \(dt\) is \(kh\,dt\). Summed over time it is \(kE\). The kernel \(K\) is therefore the probability density of the displacement between an acid's birthplace and the place where it is lost. Lifetimes are distributed as \(ke^{-kt}\), with mean \(1/k\), and an acid of lifetime \(t\) has a displacement variance \(2Dt\). The average variance is \(2D/k=2L^2\), in agreement with

\[
\int_{-\infty}^{\infty}x^2K(x)\,dx=\frac1L\int_0^\infty x^2e^{-x/L}\,dx=\frac{2L^3}{L}=2L^2 .
\]

The root-mean-square blur is thus \(\sqrt2\,L\), although the decay length is \(L\). A quoted blur needs to say which of the two it is.

The cusp of \(K\) at the origin comes from arbitrarily short times. If the time integral is started at some \(\varepsilon>0\), every Gaussian in it is smooth, and so is their sum. Only the part of the exposure delivered before \(\varepsilon\), however small \(\varepsilon\) is, can contain the change of slope.

For the frequency response, define \(\hat f(q)=\int f(x)e^{-iqx}\,dx\), with \(q\) in radians per unit length. Two integrations by parts turn \(d^2/dx^2\) into \(-q^2\), and (5) becomes

\[
(k+Dq^2)\,\hat E(q)=\hat h_0(q).
\]

Multiplication by \(k\) and division by \(k+Dq^2\) give

\[
\frac{k\hat E(q)}{\hat h_0(q)}=R(q)=\frac{1}{1+q^2L^2}=\frac{1}{1+(2\pi fL)^2}, \tag{8}
\]

where \(f=q/2\pi\) is the spatial frequency in cycles per unit length. This is a Lorentzian centred on zero frequency. Its meaning is plainest for a grating of pitch \(p=2\pi/q\),

\[
h_0=n(1+V\cos qx),\qquad 0\le V\le1 .
\]

Insert \(E=E_0+E_1\cos qx\) in (5). The constant terms give \(kE_0=n\), and the cosine terms give \((k+Dq^2)E_1=nV\). Therefore

\[
kE=n\left(1+VR\cos qx\right). \tag{9}
\]

The relative modulation falls from \(V\) to \(VR\). Since \(R\) is positive and real, the lines neither shift nor reverse. The response is one half at \(qL=1\), which is the pitch \(p=2\pi L\).

For \(qL\ll1\), (8) gives \(R\approx1-q^2L^2\), so coarse patterns are nearly untouched. For \(qL\gg1\), \(R\approx1/(qL)^2\). A Gaussian blur with the same variance \(2L^2\) would have the response \(e^{-q^2L^2}\). The two agree to order \(q^2\), where only the variance matters. Beyond that the Lorentzian is larger at every non-zero \(q\), because \(e^{y}>1+y\) for \(y=q^2L^2>0\). Fine detail survives better than the root-mean-square width alone would suggest, and it survives through the early exposure: the part delivered after time \(\varepsilon\) carries the factor \(e^{-(k+Dq^2)\varepsilon}\), which falls faster than any power of \(q\).

Equation (8) also gives \(1/R=1+L^2q^2\). If responses at several pitches follow this model, and the bake lasts many mean lifetimes \(1/k\), \(1/R\) plotted against \(q^2\) is a straight line of slope \(L^2\), whereas for a Gaussian blur it is \(\ln(1/R)\) that is linear.

A single sharp edge shows the kernel in space. Let \(h_0=n\) for \(x>0\) and zero for \(x<0\). On the dark side every source point lies to the right, so \(|x-x'|=x'-x\), and

\[
\frac{kE(x)}{n}=\int_0^\infty\frac{e^{(x-x')/L}}{2L}\,dx'=\tfrac12e^{x/L}\qquad(x<0).
\]

The edge and its mirror image add up to a uniform density, so the values at \(x\) and \(-x\) sum to one, and

\[
\frac{kE(x)}{n}=1-\tfrac12e^{-x/L}\qquad(x>0). \tag{10}
\]

The value at the edge is one half and the slope there is \(1/(2L)\). The ten per cent level satisfies \(e^{x/L}=0.2\), or \(x=-L\ln5\). By symmetry the ninety per cent level is at \(+L\ln5\), and the distance between them is \(2L\ln5\approx3.22\,L\).

The exponential kernel belongs to patterns that vary in one direction. A single point source in three dimensions obeys \(D\nabla^2G_3-kG_3=-\delta^3(\mathbf r)\). For a spherical function, \(\nabla^2G_3=(rG_3)''/r\), so \(rG_3\) obeys the one-dimensional equation away from the source, and the solution that vanishes far away is \(G_3=Ce^{-r/L}/r\). Integrate the equation over a small sphere. The loss term vanishes with the radius, while the diffusion term tends to \(-4\pi DC\), so \(C=1/(4\pi D)\) and

\[
G_3(r)=\frac{e^{-r/L}}{4\pi Dr}. \tag{11}
\]

For long straight lines this must be summed over the two directions in which the pattern is uniform. Let \(\rho\) be the distance in that plane, so that \(r^2=x^2+\rho^2\) and \(\rho\,d\rho=r\,dr\) at fixed \(x\). Then

\[
\int_0^\infty2\pi\rho\,G_3\,d\rho
=\frac{1}{2D}\int_{|x|}^{\infty}e^{-r/L}\,dr
=\frac{L}{2D}\,e^{-|x|/L}=G(x).
\]

The factor \(1/r\) has cancelled, and (6) is recovered.

A resist film is thin, but this need not spoil the result. Average the three-dimensional rate equation over the depth \(z\) of a film of thickness \(d\), for a line pattern whose acid density may vary with depth. The vertical diffusion term becomes \((D/d)\) times the difference of \(\partial h/\partial z\) between the two surfaces. If no acid crosses either surface, both derivatives vanish, and the depth-averaged density obeys (1). Evaporation from the top or absorption by the layer below breaks this condition. Even when it holds, the averaged protected fraction is not \(e^{-k_a\bar E}\), with \(\bar E\) the depth-averaged exposure, unless \(E\) is uniform in depth, because the exponential in (3) is not linear.

For constant \(D\) and \(k\), the infinite-time exposure of a line pattern is the initial acid profile blurred by an exponential kernel of decay length \(L=\sqrt{D/k}\), whose frequency response is a Lorentzian. What remains is to treat a bake of finite length, work through a numerical example, and test the assumptions of the model, above all that of first-order loss.
